**Energy of a symmetry-projected determinant as a single group sum, with square H4**

Let a finite group G of unitary operators R̂ commute with the Hamiltonian H, and let Φ be a Slater determinant. Any state of definite symmetry built from Φ is a combination of the images R̂Φ, so its energy is made of the |G|² numbers ⟨R̂Φ|H|T̂Φ⟩ and the corresponding overlaps. Unitarity and [H,R̂] = 0 give

⟨R̂Φ|H|T̂Φ⟩ = ⟨Φ|R̂⁻¹HT̂|Φ⟩ = ⟨Φ|H R̂⁻¹T̂|Φ⟩,

which depends on the product R⁻¹T alone. The |G| numbers ℋ(R) = ⟨Φ|HR̂Φ⟩ and the |G| overlaps n(R) = ⟨Φ|R̂Φ⟩ therefore suffice. The energy of a fixed combination Σ_R c_R R̂Φ is Σ c_R* c_T ℋ(R⁻¹T) / Σ c_R* c_T n(R⁻¹T), a linear form in ℋ divided by the same form in n. For the character projection the coefficients of that form are the conjugate characters; for a multidimensional irreducible representation the optimal combinations are instead fixed by a small eigenproblem, part (c) below. Each R̂Φ is again a determinant, so each kernel is a matrix element between two non-orthogonal determinants.

**Assumptions and conventions**

A1. Each R in G acts on the spatial coordinates of every electron alike and leaves spin untouched; R̂T̂ is the operator of the product RT. Antiunitary operations and double groups are excluded.

A2. The real atomic orbitals η_μ, with overlap matrix S, span a space closed under G: R̂η_μ = Σ_ν η_ν D_νμ(R). An orbital with coefficient vector c goes into D(R)c.

A3. H = E_nuc + Σ_i h(i) + Σ_{i<j} 1/r_ij commutes with every R̂.

A4. Φ is normalized and has orthonormal occupied orbitals of pure spin, the columns of C_α and C_β, with the α orbitals written first.

Γ is a unitary irreducible representation (irrep) of dimension d, with matrices Γ_jk(R) and character χ(R). Integrals are (pq|rs) = ∬ p*(1)q(1) r₁₂⁻¹ r*(2)s(2). Define

P_jk = (d/|G|) Σ_R Γ_jk(R)* R̂,  P = Σ_j P_jj = (d/|G|) Σ_R χ(R)* R̂,  w = ⟨Φ|P|Φ⟩.

**Theorem**

(a) If w ≠ 0, the energy of PΦ is

E_Γ = ⟨PΦ|H|PΦ⟩/⟨PΦ|PΦ⟩ = Σ_R χ(R)* ℋ(R) / Σ_R χ(R)* n(R).  (1)

(b) Let M_σ = C_σ† S D(R) C_σ. Then n(R) = det M_α det M_β. If n(R) ≠ 0, then ℋ(R) = n(R) ε(R), with

ρ^σ = D(R) C_σ M_σ⁻¹ C_σ†,  ρ = ρ^α + ρ^β,

ε(R) = E_nuc + Σ h_pq ρ_qp + ½ Σ (pq|rs)[ρ_qp ρ_sr − Σ_σ ρ^σ_sp ρ^σ_qr].  (2)

If n(R) = 0 the normalized density ρ^σ is undefined for a spin with singular M_σ, ℋ(R) need not vanish, and the cofactor form (6) gives it.

(c) For d > 1, (1) is a mean with positive weights of the roots of 𝐇f = e𝐍f, where H_kl = ⟨Φ|HP_kl|Φ⟩ and N_kl = ⟨Φ|P_kl|Φ⟩ are single sums over the same kernels. These roots, each d times, over all irreps, are the spectrum of H within the span of the R̂Φ.

**Lemma 1 (orthogonality and completeness).** For irreps Γ, Λ that are identical or inequivalent,

Σ_R Γ_jk(R)* Λ_nl(R) = (|G|/d) δ_ΓΛ δ_jn δ_kl,  and  Σ_Γ d_Γ χ_Γ(R) = |G| δ_{R,E}.

Proof. For any matrix Y put X = Σ_R Λ(R) Y Γ(R⁻¹). Replacing R by T⁻¹R, which runs over G once, gives Λ(T)X = XΓ(T). The null space and the range of such an X are invariant subspaces, hence trivial or everything, so X is zero or invertible, and it is zero for inequivalent irreps. For Λ = Γ the same argument applied to X − c·1, with c an eigenvalue of X, gives X = c·1, and the trace gives cd = |G| tr Y. Let Y have a single 1 in row l, column k, and use Γ_kj(R⁻¹) = Γ_jk(R)*; then X_nj is the sum in the lemma and tr Y = δ_kl. For the second relation, G acting on itself by left multiplication has character |G|δ_{R,E}, because only E leaves any element fixed. This representation is unitary and so a direct sum of irreps; by the first relation Γ occurs (1/|G|) Σ χ_Γ* |G|δ_{R,E} = d_Γ times. ∎

**Lemma 2 (projector algebra).** P_jk† = P_kj; P^Γ_jk P^Λ_lm = δ_ΓΛ δ_kl P^Γ_jm; R̂ = Σ_Γ Σ_jk Γ_jk(R) P^Γ_jk.

Proof. Taking the adjoint and renaming R⁻¹ as T,

P_jk† = (d/|G|) Σ_R Γ_jk(R) R̂⁻¹ = (d/|G|) Σ_T Γ_jk(T⁻¹) T̂ = (d/|G|) Σ_T Γ_kj(T)* T̂ = P_kj.

For the product, first multiply P^Λ_lm by R̂ and rename the summed product RT as U. Since Λ_lm(R⁻¹U)* = Σ_n Λ_ln(R⁻¹)* Λ_nm(U)* = Σ_n Λ_nl(R) Λ_nm(U)*,

R̂ P^Λ_lm = Σ_n Λ_nl(R) P^Λ_nm.  (3)

Multiplying by (d_Γ/|G|) Γ_jk(R)*, summing over R and using Lemma 1 gives the product rule. Finally Σ_jk Γ_jk(R)Γ_jk(T)* = Σ_jk Γ_jk(R)Γ_kj(T⁻¹) = χ(RT⁻¹), so Σ_Γ Σ_jk Γ_jk(R)P_jk = Σ_T (1/|G|) Σ_Γ d χ(RT⁻¹) T̂ = R̂. ∎

Summing over diagonal elements gives P† = P and P² = Σ_jl δ_jl P_jl = P; the choice R = E gives Σ_Γ P^Γ = 1.

**Proof of (a).** P is a linear combination of the R̂, so it commutes with H by A3. Then ⟨PΦ|H|PΦ⟩ = ⟨Φ|PHP|Φ⟩ = ⟨Φ|HP²|Φ⟩ = ⟨Φ|HP|Φ⟩, and ⟨PΦ|PΦ⟩ = ⟨Φ|P|Φ⟩ = w. Inserting the definition of P, the factor d/|G| cancels. ∎

Remark 1 (sum rules and bounds). From Σ_Γ P^Γ = 1 follow Σ w_Γ = 1 and Σ w_Γ E_Γ = ℋ(E) = E_Φ, with w_Γ = ‖PΦ‖² ≥ 0. At least one E_Γ is therefore no higher than E_Φ, but a chosen one may be higher. Since PΦ lies in the Γ block of the space of all determinants with the same numbers of α and β electrons, E_Γ is an upper bound to the lowest full configuration interaction (FCI) energy of that block.

Remark 2 (relations among kernels). ℋ(R⁻¹) = ⟨Φ|HR̂†Φ⟩ = ⟨R̂Φ|H|Φ⟩ = ℋ(R)*. The kernels are in general not class functions: ℋ(TRT⁻¹) = ⟨T̂⁻¹Φ|HR̂|T̂⁻¹Φ⟩ is the kernel of R in another determinant. One representative per class does not suffice in general; it happens to suffice for the two self-consistent determinants below, but not for the fully broken one.

Remark 3 (failure without A3). For an operator V that does not commute with G, the step PVP = VP² fails. For d = 1, (3) reads R̂P = χ(R)P with |χ| = 1, so ⟨PΦ|V|PΦ⟩ = ⟨PΦ|R̂†VR̂|PΦ⟩ for every R. Averaging replaces V by V̄ = |G|⁻¹ Σ R̂†VR̂, which commutes with G, and (1) holds with V̄.

**Proof of (c).** By (3), Ψ_j = Σ_k f_k P_jk Φ, j = 1…d, transform among themselves as Γ. By Lemma 2 and A3,

⟨P^Γ_jk Φ|H|P^Λ_lm Φ⟩ = ⟨Φ|H P^Γ_kj P^Λ_lm|Φ⟩ = δ_ΓΛ δ_jl H_km,

H_km = (d/|G|) Σ_R Γ_km(R)* ℋ(R),

and the same with H → 1 for N. The third relation of Lemma 2 shows that the P_jkΦ span the same space as the R̂Φ. In that spanning set H and the overlap are block diagonal, with d identical blocks (𝐇, 𝐍) for each Γ, one for each j. Both matrices are Hermitian and 𝐍 is a Gram matrix; null vectors of 𝐍 are vanishing states and are dropped. For positive definite 𝐍 let F hold the eigenvectors, F†𝐍F = 1, F†𝐇F = diag(e_i), and let Y = F⁻¹. Then 𝐍 = Y†Y and 𝐇 = Y† diag(e) Y, so

E_Γ = tr 𝐇 / tr 𝐍 = Σ_i e_i (YY†)_ii / Σ_i (YY†)_ii,

with (YY†)_ii > 0. ∎

**Lemma 3 (paired orbitals).** Let Φ[a] and Φ[b] be determinants of N spin orbitals with ⟨a_i|b_j⟩ = σ_i δ_ij, some σ_i possibly zero. Then ⟨Φ[a]|Φ[b]⟩ = Π_k σ_k and

⟨Φ[a]|H|Φ[b]⟩ = E_nuc Π_k σ_k + Σ_i ⟨a_i|h|b_i⟩ Π_{k≠i} σ_k + Σ_{i<j} g_ij Π_{k≠i,j} σ_k,  (4)

g_ij = (a_i b_i|a_j b_j) − δ(spin i, spin j)(a_i b_j|a_j b_i).

Proof. Write Φ[b] = (N!)^(−1/2) Σ_π sgn(π) b_π(1)(1)…b_π(N)(N). For an operator O symmetric in the electrons, relabelling the integration variables makes all N! terms of the bra contribute equally:

⟨Φ[a]|O|Φ[b]⟩ = Σ_π sgn(π) ∫ a₁*(1)…a_N*(N) O b_π(1)(1)…b_π(N)(N).

Every electron k on which O does not act gives ⟨a_k|b_π(k)⟩ = σ_k δ_{k,π(k)}. For O = 1 and for h(i) this leaves the identity permutation only, because a permutation fixing N − 1 labels fixes the last. For 1/r_ij it leaves the identity and the transposition of i and j, with sign −1; spin integration removes the latter for unlike spins. ∎

**Proof of (b).** For each spin take the singular value decomposition M_σ = U_σ Σ_σ V_σ† and define a = C_σU_σ, b = D C_σV_σ. Their overlap matrix is U†MV = Σ, so they are paired. A determinant is multilinear and alternating in its orbitals, so mixing them by a square matrix multiplies it by the determinant of that matrix: Φ[a] = Π_σ det U_σ Φ and Φ[b] = Π_σ det V_σ R̂Φ. The bra carries the complex conjugate, and the determinants of unitary matrices have unit modulus, so

⟨Φ|O R̂Φ⟩ = ζ ⟨Φ[a]|O|Φ[b]⟩,  ζ = Π_σ det U_σ det V_σ†.  (5)

For O = 1 this is ζ Πσ_k = det M_α det M_β. For O = H,

ℋ(R) = ζ × (right-hand side of (4)),  (6)

which contains no division and holds for every R. If all σ_k > 0, take out n = ζΠσ_k:

ℋ/n = E_nuc + Σ_i ⟨a_i|h|b_i⟩/σ_i + ½ Σ_{i,j} g_ij/(σ_iσ_j).

The restricted sum became ½Σ_{i,j} because g_ij = g_ji and g_ii = 0. Since M⁻¹ = VΣ⁻¹U†,

ρ^σ_qp = (D C V Σ⁻¹ U† C†)_qp = Σ_i b_qi a_pi*/σ_i.

Expanding in atomic orbitals, Σ_i ⟨a_i|h|b_i⟩/σ_i = Σ h_pq ρ_qp. The direct term has the coefficients a_pi* b_qi a_rj* b_sj on (pq|rs) and sums to ρ_qp ρ_sr. The exchange term has a_pi* b_qj a_rj* b_si, which pairs s with p and q with r and sums to ρ^σ_sp ρ^σ_qr. ∎

Remark 4. Equation (2) is the Hartree–Fock energy expression evaluated on a non-Hermitian density. If R̂Φ is a multiple of Φ, then ε(R) = E_Φ; otherwise ε(R) is not an expectation value, and no variational bound applies to it.

Remark 5 (zero overlaps). With one zero σ_1, only the terms of (4) that omit σ_1 survive. With two zeros σ_1 = σ_2 = 0,

ℋ = ζ g_12 Π_{k≠1,2} σ_k.  (7)

With three or more zeros ℋ = 0.

**Lemma 4 (residual symmetry).** Let K be a subgroup with k̂Φ = λ(k)Φ. Then ℋ(Tk) = λ(k)ℋ(T) and n(Tk) = λ(k)n(T), so |G|/|K| kernels suffice. For d = 1 with coset representatives T,

Σ_R χ(R)*ℋ(R) = [Σ_k χ(k)*λ(k)] Σ_T χ(T)*ℋ(T),

and the bracket is |K| if χ = λ on K and zero otherwise.

Proof. HT̂k̂Φ = λ(k)HT̂Φ; each R is Tk in exactly one way; χ(Tk) = χ(T)χ(k) for d = 1; the bracket is Lemma 1 for K. ∎

**Square H4: the group**

Atoms 1 to 4 sit at (+,+), (−,+), (−,−), (+,−) times half the side, in the xy plane. C4 carries atom 1 to atom 2. The mirrors σxz (y → −y) and σyz pass through bond midpoints; σ13 and σ24 contain the atoms named. The 6-31G basis has two s functions on each hydrogen, so reflection in the molecular plane is the identity on the basis, D4h acts through these eight operations (C4v), and D(R) is a permutation matrix. The characters, with D4h labels, in the order E, C4 and C4³, C2, σxz and σyz, σ13 and σ24, are

A1g: 1, 1, 1, 1, 1
A2g: 1, 1, 1, −1, −1
B1g: 1, −1, 1, 1, −1
B2g: 1, −1, 1, −1, 1
Eu: 2, 0, −2, 0, 0

For Eu, Γ(R) is the 2×2 matrix acting on (x, y). Both self-consistent determinants below are even under C2, while Γ(RC2) = −Γ(R) in Eu; substituting R → RC2 in P_jkΦ gives P_jkΦ = −P_jkΦ, so Eu has zero weight.

**Proposition 1 (restricted determinant a²e_x²).** n(C4) = 0, ℋ(C4) = +K_xy, w = ½ in A1g and B1g, and E(A1g) = E_RHF + K_xy, E(B1g) = E_RHF − K_xy, with e_y = C4 e_x and K_xy = (e_x e_y|e_x e_y).

Proof. The solution keeps K = {E, C2, σxz, σyz}, with λ = +1 because both orbitals are doubly occupied. K carries any atom to any other, so the orbital a, even under K, has equal coefficients on all atoms and C4 a = a. The orbital e_x is even under σxz and odd under σyz, and e_y has the opposite parities, so a, e_x, e_y are mutually orthogonal. Thus M_α = M_β = diag(1, 0), the orbitals are already paired with ζ = 1, and (7) with unlike spins gives K_xy. The characters equal to +1 on K are A1g and B1g. With representatives E and C4, w = (4/8)(1 + 0) and E_Γ = E_RHF + χ(C4)K_xy. ∎

**Proposition 2 (unrestricted determinant).** Let the α orbitals be φ, e_a and the β orbitals φ′ = C4φ, e_b = C4e_a, all real, with φ even under K = {E, C2, σ13, σ24} and e_a even under σ13 and odd under C2. Then n(C4) = 0, ℋ(C4) = −s²K_ab, w = ½ in A2g and B1g, and

E(A2g) = E_UHF − s²K_ab,  E(B1g) = E_UHF + s²K_ab,

with s = ⟨φ|φ′⟩ and K_ab = (e_a e_b|e_a e_b).

Proof. Conjugation by C4 fixes C2 and swaps the two mirrors, so φ′ is even under K, and e_b is odd under C2 and σ13. Also σ24 = C2σ13, so e_a is odd and e_b even under σ24. Hence λ(C2) = (−1)² = +1 and λ(σ13) = λ(σ24) = −1, which selects A2g and B1g. Under C4 the α orbitals become φ′, e_b and the β orbitals become C2φ = φ, C2e_a = −e_a. C2 parity makes φ, φ′ orthogonal to e_a, e_b, and σ13 parity makes e_a orthogonal to e_b. So M_α = M_β = diag(s, 0), Lemma 3 applies directly, and (7) gives s²(e_a e_b|e_b (−e_a)) = −s²K_ab. Then E_Γ = E_UHF + χ(C4)ℋ(C4). ∎

An integral (uv|uv) is the Coulomb self-energy of the real distribution uv, which in Fourier space is the integral of its squared modulus times the positive 4π/k². Both K are thus positive, and the order of the projected levels is fixed for these two determinant forms at any side length: B1g below A1g for the first, A2g below B1g for the second when s ≠ 0.

**Proposition 3 (spin content).** The A2g projection of the unrestricted determinant is a pure triplet; the B1g projection is a singlet–quintet mixture with quintet weight (1 − s²)/3.

Proof. Let F exchange α and β on every electron. FΦ = |φβ e_aβ φ′α e_bα| = |φ′α e_bα φβ e_aβ|, since moving two orbitals past two others takes four transpositions, whereas Ĉ4Φ = |φ′α e_bα φβ (−e_a)β|. So Ĉ4Φ = −FΦ. The spin rotation exp(−iπS_x) is −iσ_x on each electron, and (−i)⁴ = 1, so it equals F for four electrons. A state |S, 0⟩ with integer S rotates like Y_S0, which takes the factor (−1)^S when z → −z. By the coset decomposition PΦ = ½(1 + χ(C4)Ĉ4)Φ, which is ½(1 − F)Φ for A2g and ½(1 + F)Φ for B1g. The first keeps odd S, the second even S, and S ≤ 2. For M_S = 0, ⟨S²⟩ = ‖S₊Φ‖². S₊ flips one β orbital; terms from different β orbitals are orthogonal because the remaining β orbitals differ, and only the part orthogonal to the occupied α space survives. The squared norms are 1 − s² for φ′ and 1 for e_b, so ⟨S²⟩_UHF = 2 − s². S² commutes with G, so Remark 1 gives 2 − s² = ½·2 + ½⟨S²⟩_B1g, and ⟨S²⟩_B1g = 2 − 2s² is 6 times the quintet weight. ∎

**Proposition 4 (approach to the singular kernel).** Work in the orthonormal basis with coefficients S^{1/2}C; D commutes with S, because DᵀSD = S and D is orthogonal, so it acts there unchanged. Rotate the orbitals of Proposition 2 by exp(tκ_σ), κ_σ real antisymmetric. Then n(C4) = O(t⁴) and ℋ(C4) = −s²K_ab + O(t).

Proof. With D = D(C4) and e = e_a,

M₂₂ = eᵀexp(−tκ) D exp(tκ) e = eᵀDe + t eᵀ(Dκ − κD)e + O(t²).

The first term is zero. Since D²e = −e, Dᵀe = D³e = −De, so eᵀDκe = −(De)ᵀκe, while antisymmetry gives −eᵀκDe = +(De)ᵀκe; the linear term cancels. M₁₂ and M₂₁ vanish at t = 0 and are O(t), so det M_α = M₁₁M₂₂ − M₁₂M₂₁ = O(t²). The same holds for β with e = e_b. ℋ is a polynomial in the orbital coefficients and so is smooth in t. ∎

Where the t⁴ coefficient is non-zero, ε = ℋ/n diverges as t⁻⁴ while the product stays finite.

**Worked example: side 1.5 Å, 6-31G**

There are 8 basis functions and 784 determinants with two α and two β electrons; E_nuc = 1.910052 Eh. Six decimals are kept so that the arithmetic can be followed; they are values of this small-basis model and not predictions for the molecule. Going to cc-pVDZ (not part of the printed output) moves the restricted lowering from 1.55 to 1.43 eV, the FCI singlet–triplet gap from +0.43 to +0.24 eV, the projected unrestricted gap from −0.25 to −0.28 eV, and the projected A2g and B1g errors from 0.28 and 0.96 eV to 0.75 and 1.28 eV; the signs of the gaps are unchanged. The program and its output are printed after the text. For the restricted, unrestricted and two fully broken determinants it asserts all eight kernels n(R), ℋ(R) against explicit 784-component vectors, and every projected energy against the two-sided expectation value; the small-t kernels of the singular limit are checked only against the t = 0 kernel and the power t⁴.

Restricted solution. For the real determinant a²e_x², E_RHF = −1.901392 Eh and K_xy = 0.057043 Eh. (This is not the lowest restricted determinant: with complex orbitals, a²(e_x + i e_y)² reaches −1.908991 Eh, a value not part of the printed output.) Since C4σxz = σ13, Lemma 4 gives ℋ(σ13) = ℋ(C4) = +0.057043 Eh, as found. Then

E(B1g) = −1.901392 − 0.057043 = −1.958435 Eh,

and E(A1g) = −1.844350 Eh. Projection lowers the energy by 1.5522 eV, and the distance above the FCI ground state (B1g singlet, −2.063621 Eh) falls from 4.4145 to 2.8622 eV. Discarding the four kernels with n = 0 would return E_RHF for both irreps.

Unrestricted solution. E_UHF = −2.032802 Eh, s² = 0.693333, K_ab = 0.006536 Eh, s²K_ab = 0.004532 Eh. Since C4σ13 = σyz and λ = −1, ℋ(σyz) = +0.004532 Eh. The full sum (1) for B1g has four terms −2.032802 (E, C2, and the two σ13, σ24 terms, where χ = −1 multiplies +2.032802) and four terms +0.004532:

E(B1g) = (−8.131208 + 0.018128)/4 = −2.02827 Eh,

and E(A2g) = −2.032802 − 0.004532 = −2.037334 Eh. The spin values are ⟨S²⟩_UHF = 2 − 0.6933 = 1.3067, ⟨S²⟩ = 2.0000 for A2g, 0.6133 for B1g, and quintet weight 0.6133/6 = 0.1022, equal to (1 − 0.693333)/3.

Projection of this fixed determinant gives E(A2g) − E(B1g) = −0.009063 Eh = −0.2466 eV. FCI gives +0.015885 Eh = +0.4323 eV, with the singlet lowest. The projected A2g state lies 0.2830 eV above the FCI triplet and the projected B1g state 0.9619 eV above the FCI singlet. Point-group projection into the symmetry of the ground state here raises the energy above E_UHF, as Remark 1 allows. The B1g state keeps a quintet weight of 0.10, which the point group cannot remove, whereas the A2g state is spin-pure. Removing the quintet with (6 − S²)/6 (not part of the printed output) leaves a singlet at −2.051151 Eh, 0.376 eV below the A2g state, which restores the FCI order.

Fully broken determinant. Take t = 0.2, with κ^α_μν = sin[(μ+1)(ν+2)] − (μ↔ν), κ^β the same with the cosine, μ, ν = 0…7. Its energy, −1.095197 Eh, is poor; it serves to exercise the algebra with no residual symmetry. The overlaps within a class differ: n(σxz) = 0.004507, n(σyz) = 0.031035. For B1g,

Σχn = 1 + 0.420861 + 0.004507 + 0.031035 + 0.390485 + 0.407574 = 2.254462,

Σχℋ = −1.095197 − 2(0.000840) − 0.729944 − 0.020825 − 0.094783 − 0.682760 − 0.711514 = −3.336703 Eh,

so w = 2.254462/8 = 0.281808 and E = −1.480044 Eh. The five products w_ΓE_Γ are −0.068100, −0.387766, −0.417088, −0.039617 and −0.182627 Eh, which add to E_Φ within rounding.

The overlap n(C4) prints as zero but is not: ε = −2024.0 Eh and ℋ = +0.000840 Eh imply n ≈ −4×10⁻⁷. Form (2) still matches the explicit vector within the asserted 10⁻⁹ Eh. This value of ε, and ε(σxz) = −4.620924 Eh, lie far below the ground state, in line with Remark 4.

For Eu the character formula gives (−1.095197 + 0.729944)/(1 − 0.420861) = −0.63068 Eh. The matrices follow from N_xx ∝ n(E) − n(C2) + n(σxz) − n(σyz), N_yy with the mirror signs reversed, and N_xy ∝ n(σ13) − n(σ24), the C4 and C4³ terms cancelling for real kernels. Without the common factor ¼,

N_xx = 0.552611, N_yy = 0.605667, N_xy = 0.017089,

H_xx = −0.291295, H_yy = −0.439211, H_xy = −0.028754 Eh.

Then det(𝐇 − e𝐍) = 0.334406 e² + 0.418158 e + 0.127113 = 0, with roots −0.729 and −0.521 Eh (−0.729096 and −0.521351 from unrounded kernels), which bracket the character value. The program asserts that direct diagonalization in the span of the eight R̂Φ returns the four one-dimensional energies and each of these roots twice.

Singular limit. n(C4) = −8.3773×10⁻¹⁸ at t = 10⁻⁴ and −5.2333×10⁻¹⁹ at t = 5×10⁻⁵, a power 4.001. Meanwhile ε grows from 5.4×10¹⁴ to 8.7×10¹⁵ Eh, and nε = −0.004530 and −0.004531 Eh approaches −0.004532 Eh, the deviation from that limit falling by the factor 0.500. The leading term extrapolated to t = 0.2 would give about −1.3×10⁻⁴, far larger in size than the −4×10⁻⁷ found, so t = 0.2 lies outside the t⁴ regime.

Complex conjugate in (1). In the subgroup generated by C4 the characters are λ^m for C4^m. For a real determinant the kernels are real and ℋ(R⁻¹) = ℋ(R), so λ = +i and −i give the same energy and the conjugation is invisible. Adding to each generator i/2 times f + fᵀ, with f_μν the sine or cosine of (μ+1)(ν+2) and t = 0.2 as before, makes the orbitals complex; (1) then gives −0.539370 Eh for C4 eigenvalue +i and −0.620002 Eh for −i, each tested against a state built by removing the other three eigenvalues with factors (Ĉ4 − μ).

Non-commuting operator. For V = Σ_i 1/|r_i − r_atom 1| in the B1g projection of the real broken determinant, the two-sided value is 2.129130 Eh. The single sum with V gives 1.962957 Eh, and the single sum with V̄ gives 2.129130 Eh.

Computed values

```
side = 1.5 Angstrom, 6-31G, AOs = 8, CI dimension = 784
E_nuc = 1.910052 Eh; 1 Eh = 27.211386 eV
E_RHF = -1.901392 Eh, E_UHF = -2.032802 Eh, <S2>_UHF = 1.3067
R: RHF n, Hk/Eh | UHF n, Hk/Eh
E      +1.000000 -1.901392 | +1.000000 -2.032802
C4     +0.000000 +0.057043 | +0.000000 -0.004532
C2     +1.000000 -1.901392 | +1.000000 -2.032802
C4^3   +0.000000 +0.057043 | +0.000000 -0.004532
sv_xz  +1.000000 -1.901392 | -0.000000 +0.004532
sv_yz  +1.000000 -1.901392 | -0.000000 +0.004532
sd_13  +0.000000 +0.057043 | -1.000000 +2.032802
sd_24  +0.000000 +0.057043 | -1.000000 +2.032802
RHF K_xy = 0.057043 Eh = 1.5522 eV
RHF A1g: w = 0.500000, E = -1.844350 Eh
RHF B1g: w = 0.500000, E = -1.958435 Eh
UHF s = 0.832666, s^2 = 0.693333, K_ab = 0.006536 Eh, s^2 K_ab = 0.004532 Eh
UHF A2g: w = 0.500000, E = -2.037334 Eh, <S2> = 2.0000
UHF B1g: w = 0.500000, E = -2.028271 Eh, <S2> = 0.6133
UHF B1g quintet weight = 0.1022
FCI lowest A1g: E = -1.980124 Eh, <S2> = 0.0000
FCI lowest A2g: E = -2.047736 Eh, <S2> = 2.0000
FCI lowest B1g: E = -2.063621 Eh, <S2> = 0.0000
FCI lowest B2g: E = -1.888786 Eh, <S2> = 0.0000
FCI lowest Eu: E = -1.935178 Eh, <S2> = 2.0000
UHF-projected E(A2g)-E(B1g) = -0.009063 Eh = -0.2466 eV
FCI E(A2g)-E(B1g) = +0.015885 Eh = +0.4323 eV
E_RHF - FCI B1g = +0.162228 Eh = +4.4145 eV
RHF B1g - FCI B1g = +0.105186 Eh = +2.8622 eV
UHF B1g - FCI B1g = +0.035350 Eh = +0.9619 eV
UHF A2g - FCI A2g = +0.010402 Eh = +0.2830 eV
broken determinant t = 0.2; R: n, h/Eh, n*h/Eh
E      +1.000000 -1.095197 -1.095197
C4     -0.000000 -2024.002522 +0.000840
C2     +0.420861 -1.734408 -0.729944
C4^3   -0.000000 -2024.002522 +0.000840
sv_xz  +0.004507 -4.620924 -0.020825
sv_yz  +0.031035 -3.054092 -0.094783
sd_13  -0.390485 -1.748492 +0.682760
sd_24  -0.407574 -1.745731 +0.711514
broken A1g: w = 0.082293, E = -0.827526 Eh
broken A2g: w = 0.272922, E = -1.420793 Eh
broken B1g: w = 0.281808, E = -1.480044 Eh
broken B2g: w = 0.073408, E = -0.539688 Eh
broken Eu: w = 0.289570, E = -0.630682 Eh
broken Eu roots = -0.729096, -0.521351 Eh
complex det., C4 eigenvalue +i: -0.539370 Eh, -i: -0.620002 Eh
V on B1g: two-sided 2.129130, single sum V 1.962957, Vbar 2.129130 Eh
t = 1e-04: n(C4) = -8.3773e-18, h = 5.4076e+14 Eh, n*h = -0.004530 Eh
t = 5e-05: n(C4) = -5.2333e-19, h = 8.6577e+15 Eh, n*h = -0.004531 Eh
power of t in n(C4) = 4.001; error ratio on halving t = 0.500
```
